# Comment on a claim of sub-Poisson counts from imperfect quantum efficiency

**The argument under review**

The submission considers one pixel of an image sensor under steady light. The photon number $N$ in an exposure is Poisson distributed with mean $\mu$, so its variance is also $\mu$. The pixel has quantum efficiency $\eta<1$ and collects $K$ electrons, with mean $\eta\mu$. The manuscript claims that the variance of $K$ is smaller than its mean, and offers two estimates:

- Estimate A: the detector multiplies the signal by $\eta$, so it multiplies the standard deviation by $\eta$ as well. The variance is then $\eta^2\mu$.
- Estimate B: each photon is detected or lost at random, so $K$ is binomial. The variance is then $\eta(1-\eta)\mu$.

Dividing by the mean $\eta\mu$ gives a Fano factor $F=\text{variance}/\text{mean}$ of $\eta$ from A and $1-\eta$ from B. Both are below 1, and the manuscript concludes that an imperfect detector makes Poisson light sub-Poisson. The two estimates agree with each other only at $\eta=1/2$, which is already a reason to ask what the variance of $K$ really is.

I use the manuscript's setting with its assumptions made explicit. Each photon yields one collected electron with probability $\eta$ and otherwise none. The fates of different photons are independent, and $\eta$ is a fixed number. Dark current, read noise, dead time and saturation are left out until stated otherwise. Variances refer to repeated exposures of the same pixel.

**Two limits that the estimates fail**

Estimate B fails at $\eta=1$. Every photon then gives an electron, $K=N$, and the variance must be $\mu$. Estimate B gives zero.

Estimate A fails for weak signals. Since $K$ is a non-negative integer, $K^2\ge K$, and therefore

$$\operatorname{Var}K=\langle K^2\rangle-\langle K\rangle^2\ \ge\ \langle K\rangle-\langle K\rangle^2,\qquad\text{so}\qquad F\ge 1-\langle K\rangle .$$

Take $\mu=1$, so that $\langle K\rangle=\eta$. The bound requires $F\ge1-\eta$, whereas estimate A gives $F=\eta$, which violates it for every $\eta<1/2$. For any other $\eta<1$ the violation appears at a smaller $\mu$: since $\langle K\rangle=\eta\mu$, the bound exceeds $\eta$ as soon as $\mu<(1-\eta)/\eta$. A count that is nearly always 0 and occasionally 1 cannot have the small relative noise that A assigns to it. Electrons are counted whole; the detector does not shrink each photon to a fraction $\eta$ of an electron.

**The distribution of the electron number**

For a given photon number $n$, the electron number is binomial:

$$P(K=k\,|\,N=n)=\frac{n!}{k!\,(n-k)!}\,\eta^k(1-\eta)^{n-k}.$$

The photon number is itself random, with $P(N=n)=e^{-\mu}\mu^n/n!$. Let $L=N-K$ be the number of lost photons. The event $K=k$, $L=l$ is the same as $N=k+l$ together with $K=k$, so its probability is the product

$$P(k,l)=e^{-\mu}\frac{\mu^{k+l}}{(k+l)!}\;\frac{(k+l)!}{k!\,l!}\,\eta^k(1-\eta)^l .$$

The factorials $(k+l)!$ cancel. Writing $\mu^{k+l}=\mu^k\mu^l$ and $e^{-\mu}=e^{-\eta\mu}\,e^{-(1-\eta)\mu}$ gives

$$P(k,l)=\left[e^{-\eta\mu}\frac{(\eta\mu)^k}{k!}\right]\left[e^{-(1-\eta)\mu}\frac{((1-\eta)\mu)^l}{l!}\right].$$

The lost number is not observed, so we sum over $l=0,1,2,\dots$ The second bracket is a normalized Poisson distribution and sums to 1. What remains is

$$P(K=k)=e^{-\eta\mu}\frac{(\eta\mu)^k}{k!}.$$

The electron number is Poisson with mean $\lambda=\eta\mu$. Its variance follows from

$$\langle K(K-1)\rangle=\sum_{k\ge2}e^{-\lambda}\frac{\lambda^k}{(k-2)!}=\lambda^2,$$

which gives $\operatorname{Var}K=\lambda^2+\lambda-\lambda^2=\lambda$. Hence $\operatorname{Var}K=\eta\mu$ and $F=1$ for every $0<\eta\le1$. Loss lowers the mean and leaves the type of distribution unchanged.

The factorized form of $P(k,l)$ says more. For Poisson light the detected and lost numbers are statistically independent: a count that happens to be high says nothing about how many photons were missed. This differs sharply from a fixed photon number $N$, where $L=N-K$ forces every extra detection to be one loss fewer, and the covariance of $K$ and $L$ is $-\operatorname{Var}K=-\eta(1-\eta)N$. Estimate B describes that second situation.

**What each estimate leaves out**

The two estimates can be located precisely by splitting the fluctuation of $K$ into two parts:

$$K-\eta\langle N\rangle=(K-\eta N)+\eta\,(N-\langle N\rangle).$$

The first part is the randomness of detection at the actual photon number; the second is the fluctuation of the light, scaled by $\eta$. Square this and average. At any given $N$ the first part has mean zero, while the second part is a constant, so the cross term vanishes.

The square of the first part, at given $N$, is the variance of a sum of $N$ independent variables, each equal to 1 with probability $\eta$ and to 0 otherwise. Each has variance $\eta-\eta^2$, so the sum has variance $\eta(1-\eta)N$. Averaging over $N$ as well gives

$$\operatorname{Var}K=\eta(1-\eta)\langle N\rangle+\eta^2\operatorname{Var}N. \tag{1}$$

No property of the Poisson distribution has been used, so (1) holds for any light whose photon number has a finite variance. For Poisson light, $\langle N\rangle=\operatorname{Var}N=\mu$, and the two terms are the manuscript's two estimates, B first and A second. Each is a correct calculation of one contribution and omits the other. Their sum is

$$\eta(1-\eta)\mu+\eta^2\mu=\eta\mu .$$

Take the manuscript's kind of pixel with round model parameters: $10^5$ photons/s, an exposure of 10 ms and $\eta=0.6$. Then $\mu=1000$ and the mean electron number is 600. The detection part of the variance is $0.6\times0.4\times1000=240$, and the scaled photon noise is $0.36\times1000=360$. The manuscript would report a Fano factor of $240/600=0.4$ or $360/600=0.6$. The full variance is $240+360=600$, and the Fano factor is 1.

These values were tested by building the loss law one photon at a time and summing it over the photon distribution. The result agrees with the Poisson law of mean 600 to about $10^{-12}$, relative to the probability itself, wherever that probability exceeds $10^{-12}$. The same sums give zero covariance between detected and lost numbers for Poisson light, and $-240$ for a fixed number of 1000 photons.

**When sub-Poisson counts do occur**

Dividing (1) by $\langle K\rangle=\eta\langle N\rangle$, and writing $F_N$ and $F_K$ for the Fano factors of photons and electrons, gives

$$F_K=1-\eta+\eta F_N,\qquad\text{that is,}\qquad F_K-1=\eta\,(F_N-1). \tag{2}$$

Independent loss multiplies the distance from the Poisson value by $\eta$ and cannot change its sign. Within this model, sub-Poisson counts therefore require sub-Poisson light. The effect of loss on such light is the opposite of the one claimed: it makes the counts less sub-Poisson. As $\eta\to0$ at fixed $F_N$, every input approaches $F_K=1$, because detections become a sparse random selection that hardly carries the number statistics of the source.

For $\eta=0.6$, equation (2) was tested on four inputs:

- Fixed number of 1000 photons: $F$ goes from 0 to $1-0.6=0.4$.
- Binomially distributed photon number, mean 1000: $F$ goes from 0.2 to $1-0.6\times0.8=0.52$.
- Poisson light, mean 1000: $F$ stays at 1.
- Single-mode thermal light, mean 20: $F$ goes from 21 to $1+0.6\times20=13$.

The first case is the one in which estimate B is correct. There the value 0.4 is what remains of a perfectly regular photon number after loss; the detector has added noise to it. Since $F_N\ge0$, equation (2) also gives $F_K\ge1-\eta$, so no light source can give a Fano factor below 0.4 in this pixel under the stated assumptions.

**From one exposure to the stream of events**

The manuscript also suggests that missing photons should make the detections more evenly spaced in time. For steady Poisson light of rate $\Phi$, the photon numbers in disjoint time windows are independent, and a window of length $T$ has mean $\Phi T$. Separate random decisions are made for separate photons, so the detected numbers in disjoint windows are independent as well, and by the result above each is Poisson with mean $\eta\Phi T$. These properties define a Poisson stream of rate $\eta\Phi$.

The gaps between detections show the same thing directly. Start the clock at a detection. The next detection is the $m$-th following photon if $m-1$ photons are lost and the next is detected, which has probability $(1-\eta)^{m-1}\eta$. The $m$-th photon arrives between $t$ and $t+dt$ if $m-1$ photons arrive before $t$ and one arrives in $dt$, which has probability $e^{-\Phi t}\,[(\Phi t)^{m-1}/(m-1)!]\,\Phi\,dt$. Summing over $m$, the density of the gap is

$$p(t)=\eta\Phi\,e^{-\Phi t}\sum_{m\ge1}\frac{[(1-\eta)\Phi t]^{m-1}}{(m-1)!}=\eta\Phi\,e^{-\Phi t}e^{(1-\eta)\Phi t}=\eta\Phi\,e^{-\eta\Phi t}.$$

The gaps remain exponentially distributed, with a mean that grows from 10 to 16.67 microseconds in the example. They are longer, but in proportion to their mean they are no more regular.

An event-by-event simulation of 10 000 exposures gives a Fano factor of 1.011 with a standard error of 0.014, which excludes both 0.4 and 0.6. The correlation between the counts in the two halves of an exposure comes out as 0.018 with a standard error of 0.010. That is 1.8 standard errors from zero, so it is compatible with independent halves, though this single run does not limit the correlation more tightly than a few hundredths.

**The price of lost photons**

The signal-to-noise ratio, mean over standard deviation, is $\mu/\sqrt\mu=\sqrt\mu$ for the photons and $\eta\mu/\sqrt{\eta\mu}=\sqrt{\eta\mu}$ for the electrons. In the example it falls from 31.62 to 24.49, by the factor $\sqrt{0.6}=0.7746$. Estimate A would give $600/\sqrt{360}=31.62$, as if losing 40% of the photons cost nothing. Estimate B would give $\sqrt{\eta\mu/(1-\eta)}$, which exceeds $\sqrt\mu$ whenever $\eta>1/2$: discarding photons at random would improve the measurement of the light level.

The absolute noise does fall, from 31.62 photons to 24.49 electrons. This may be what makes the claim plausible, but the signal falls faster.

**Where the assumptions matter**

The result depends on independent losses with a fixed probability. Two departures from this act in opposite directions.

First, let $\eta$ be common to all photons of one exposure but vary from exposure to exposure, independently of the light. At a given $\eta$ the count is Poisson, with mean and variance $\eta\mu$. Splitting the fluctuation as before, now into the part at given $\eta$ and the part due to $\eta$, gives

$$\operatorname{Var}K=\langle\eta\rangle\mu+\mu^2\operatorname{Var}\eta .$$

If $\eta$ is 0.59 or 0.61 with equal chance, $\operatorname{Var}\eta=0.01^2=10^{-4}$, and the variance is $600+10^6\times10^{-4}=700$. The Fano factor is 1.167, so the counts are super-Poisson. The extra term grows as $\mu^2$ and the Poisson term as $\mu$, so a small instability of the efficiency matters most in bright light. If $\eta$ instead varied independently from photon to photon, each photon would simply be detected with probability $\langle\eta\rangle$, and the counts would remain Poisson.

Second, let the pixel saturate. Suppose it can hold 620 electrons and any further ones are lost, so that the recorded number is the smaller of $K$ and 620. Clipping never increases the difference between two counts. The variance is half the mean squared difference of two independent counts, so it cannot increase either. In the example the mean drops slightly, from 600 to 597.10, while the variance drops from 600 to 406.30. The Fano factor is 0.680, and these counts are sub-Poisson although the light is Poisson.

This is a real effect, but it does not support the manuscript. An electron is now lost because of how many are already stored, so the losses are no longer independent. The cause is saturation; the quantum efficiency of 0.6 alone gave $F=1$.

**Consequence for camera calibration**

The manuscript cites a variance-to-mean ratio below 1 in the camera's output as support. That output is in digital numbers (DN), $D=gK$, where $g$ is the gain in DN per electron and any constant offset added by the camera has been subtracted. A positive offset left in the data would raise the mean but not the variance, and so lower their ratio. Rounding to whole DN and read noise are neglected here; read noise would add to the variance but not to the mean, and so raise the ratio. Since $\langle D\rangle=g\langle K\rangle$ and $\operatorname{Var}D=g^2\operatorname{Var}K$,

$$\frac{\operatorname{Var}D}{\langle D\rangle}=g\,F_K .$$

This ratio carries the unit DN, and its size depends on the gain. With $g=0.5$ DN per electron, the example has a mean of 300 DN and a variance of 150 DN², hence a ratio of 0.5 DN, although the electrons are Poisson distributed. Only after division by an independently known gain does the ratio become a Fano factor.

The error spreads if the ratio is used to find the gain. With the correct $F_K=1$, the ratio is the gain itself, and the signal corresponds to $300/0.5=600$ electrons. With $F_K=\eta$ from estimate A, the inferred gain is $0.5/0.6=0.833$ DN per electron, and the inferred signal is only 360 electrons. The gain is too large by the factor $1/\eta$ and the electron number too small by the factor $\eta$.

**Requested changes**

The claim that quantum efficiency below 1 produces sub-Poisson counts from Poisson light should be withdrawn, and estimates A and B replaced by equation (1). If the authors believe that their measured counts are sub-Poisson, they should state the gain and how it was obtained without assuming a value of $F_K$, confirm that any constant offset was subtracted from the output, and show that the signal stays well below saturation and that the output is proportional to the electron number. An output that flattens slightly as the signal grows compresses the fluctuations more than the mean. With a gain measured at or below the signal level in question, this lowers the apparent Fano factor even without saturation; a gain measured at a much higher signal, where the response is flatter, can instead raise it above 1. They should also show that the output of a pixel contains no fixed fraction of the signal of its neighbours or of its own earlier exposures, whether through capacitive coupling, electronic memory in the readout or image processing. If the output is a weighted sum of independent Poisson counts of equal mean, with positive weights $w_i$ that add up to 1, the mean is unchanged but the variance is multiplied by $\sum_i w_i^2<1$. Such mixing lowers the apparent Fano factor, and a linearity test under steady, uniform light does not reveal it. Whole electrons that move independently and at random into a neighbouring pixel or into the next exposure are a different case: each output is then a sum of independent Poisson counts, which is again Poisson, and the Fano factor stays at 1. If the Fano factor in electrons remains below 1 after these checks, equation (2) suggests the light source and losses that are not independent as the next candidates. The values used in this comment are listed in the numerical output below.

## Values computed for the example and the checks

```
Photon rate: 100000 photons/s
Exposure: 10 ms
Quantum efficiency: 0.60
Mean photon number: 1000.00
Photon number variance: 1000.00
Mean electron number: 600.00
Electron number variance: 600.00
Electron number standard deviation: 24.49
Largest relative deviation from Poisson law: 1.2e-12
Binomial part of variance: 240.00
Scaled-photon-noise part of variance: 360.00
Fano factor if only binomial part kept: 0.400
Fano factor if only scaled part kept: 0.600
Mean lost number: 400.00
Covariance detected-lost, Poisson light: 0.000
Covariance detected-lost, fixed number: -240.00
Fano factors before and after loss (dimensionless):
  fixed number, mean 1000: 0.000 -> 0.400
  binomial light, mean 1000: 0.200 -> 0.520
  Poisson light, mean 1000: 1.000 -> 1.000
  single-mode thermal, mean 20: 21.000 -> 13.000
Mean gap between photons: 10.00 microseconds
Mean gap between detections: 16.67 microseconds
Simulated exposures: 10000
Simulated mean electron number: 599.73
Simulated variance: 606.1
Simulated Fano factor: 1.011 (std. error 0.014)
Simulated correlation of halves: 0.018 (std. error 0.010)
Signal-to-noise ratio of photons: 31.62
Signal-to-noise ratio of electrons: 24.49
Ratio of the two: 0.7746
Fluctuating efficiency values: 0.59 and 0.61
  mean 600.00, variance 700.00, Fano factor 1.167
Full well: 620 electrons
  mean 597.10, variance 406.30, Fano factor 0.680
Gain: 0.50 DN per electron
Mean signal: 300.00 DN
Signal variance: 150.00 DN^2
Variance/mean: 0.500 DN
Gain inferred with F = eta: 0.833 DN per electron
Electron number inferred with F = eta: 360.00
```
